# Finite-size energy of logarithmically interacting charges in a square periodic cell, part 1

(Sections cited here and not found follow in the second part.)

## The periodic potential and the three leading terms

If a charged system with logarithmic interactions is computed in a periodic cell, enlarging the cell does not make its energy settle to the energy of the isolated system. The energy keeps rising with the logarithm of the cell side. Removing that logarithm and extrapolating the rest to infinite size gives a finite number, but this number still differs from the isolated energy by a constant that no set of larger cells reveals. A third error, inversely proportional to the cell area, depends on the shape of the charge distribution and so can differ between two configurations of equal charge. All three can be calculated from the charge, the dipole and the second moment of the isolated density.

Let lengths be measured in a fixed unit $\ell$ and charges in a fixed unit charge $e$. Two charges $q_1$ and $q_2$ at separation $r$ have the energy $-g\,q_1q_2\ln(r/\ell)$, where $g$ is the coupling. In the equations below $\ell$, $e$ and $g$ are set to one, so that $\ln L$ means $\ln(L/\ell)$ and energies are in units of $g$. A density $\rho(\mathbf r)$ has the moments

$$
q=\int\rho\,d^2r,\qquad
\mathbf p=\int\rho\,\mathbf r\,d^2r,\qquad
Q=\int\rho\,r^2\,d^2r .
$$

Here $p^2=\mathbf p\cdot\mathbf p$. The isolated electrostatic energy is

$$
E_{\rm iso}=-\frac12\int\!\!\int
\rho(\mathbf r)\rho(\mathbf r')\ln|\mathbf r-\mathbf r'|
\,d^2r\,d^2r'.
$$

The factor one half prevents each pair from being counted twice. The density is smooth, so its self-energy is finite; the logarithm is integrable in two dimensions.

For $q\ne0$ the value of $E_{\rm iso}$ depends on the length unit. If the unit is changed from $\ell$ to $b\ell$, then $-\ln(r/b\ell)=-\ln(r/\ell)+\ln b$, and $E_{\rm iso}$ rises by $\tfrac12q^2\ln b$. The logarithmic potential has no zero at infinity that could fix this constant. A finite-size correction must therefore use the same length unit as the isolated energy with which it is compared.

The interaction obeys a Poisson equation. The potential of a unit point charge is $-\ln r$, with outward field $1/r$. The flux of this field through a circle is $2\pi r\times(1/r)=2\pi$, whatever the radius, and away from the charge its divergence is zero. Hence

$$
\nabla^2(-\ln r)=-2\pi\delta(\mathbf r).
$$

Now repeat $\rho$ on a square lattice with side $L$ and area $A=L^2$. A net charge in every cell would have no periodic potential: the total flux out of a cell would be $2\pi q$, while the fluxes through opposite sides of a periodic cell cancel. A uniform background of density $-q/A$ makes each cell neutral. For a unit charge with its share of background, the periodic potential $\psi$ obeys

$$
\nabla^2\psi(\mathbf r)
=-2\pi\left[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1A\right],
$$

where $\mathbf R$ runs over the lattice. Write $\psi$ as a Fourier series over reciprocal vectors $\mathbf G=(2\pi/L)(m,n)$. The lattice of delta functions has the Fourier coefficient $1/A$ at every $\mathbf G$, and the background cancels it at $\mathbf G=0$. Since $\nabla^2$ multiplies each wave by $-G^2$,

$$
\psi(\mathbf r)=\sum_{\mathbf G\ne0}
\frac{2\pi}{A G^2}e^{i\mathbf G\cdot\mathbf r}.
$$

The equation leaves the coefficient at $\mathbf G=0$ free; it has been set to zero, which gives $\psi$ zero average over the cell. This choice does not affect the energy, because a constant potential acting on a neutral cell does no work. Periodicity of $\psi$ also means that the average field is zero. This is a boundary condition, and it will matter for dipoles.

Let $\rho_{\rm tot}=\rho-q/A$ within one cell. The potential of the whole lattice is $\phi(\mathbf r)=\int\rho(\mathbf r')\psi(\mathbf r-\mathbf r')d^2r'$, for $\psi$ already contains the background belonging to each charge. The energy per cell is half the integral of $\rho_{\rm tot}\phi$. The background part of this integral is $-(q/A)\int_A\phi\,d^2r$, and it vanishes because $\phi$ has zero average. Thus

$$
E_{\rm per}=\frac12\int\!\!\int
\rho(\mathbf r)\rho(\mathbf r')\psi(\mathbf r-\mathbf r')
\,d^2r\,d^2r' .
$$

For the same frozen density, the finite-size energy is therefore

$$
E_{\rm per}-E_{\rm iso}
=\frac12\int\!\!\int\rho\rho'
\left[\psi(\mathbf r-\mathbf r')+\ln|\mathbf r-\mathbf r'|\right]
d^2r\,d^2r' .
$$

Primes on densities denote evaluation at $\mathbf r'$. The bracket no longer contains the direct interaction. What remains is the effect of the images and the background, and it is smooth at zero separation. The task is to expand it for separations small compared with $L$.

Near the origin, the singular term in the Poisson equation for $\psi$ is cancelled by that for $\ln r$, leaving

$$
\nabla^2(\psi+\ln r)=\frac{2\pi}{A}.
$$

In two dimensions $\nabla^2r^2=4$. The function $\pi r^2/(2A)$ therefore has the required Laplacian, and

$$
h(\mathbf r)=\psi(\mathbf r)+\ln r-\frac{\pi r^2}{2A}
$$

is harmonic inside the circle $r<L$, the distance to the nearest image charge. With $z=x+iy$, a real harmonic function in such a disc is the real part of a power series,

$$
h=\operatorname{Re}\sum_{n=0}^{\infty}b_nz^n .
$$

A rotation by a quarter turn leaves the lattice, and hence $h$, unchanged. It replaces $z$ by $iz$, so $b_n=i^nb_n$ for $n\ge1$. A coefficient can survive if $i^n=1$, that is, if $n$ is a multiple of four. Reflection in the $x$ axis replaces $z$ by its complex conjugate and makes the surviving coefficients real. Consequently,

$$
\psi(\mathbf r)=-\ln r+C_L+\frac{\pi r^2}{2A}
+\frac{a_4}{L^4}\operatorname{Re}z^4+O\!\left(\frac{r^8}{L^8}\right).
$$

The powers of $L$ follow from scaling. In the Fourier series, $AG^2=4\pi^2(m^2+n^2)$ does not contain $L$, while the phase contains $\mathbf r/L$. Thus $\psi_L(\mathbf r)=\psi_1(\mathbf r/L)$, where $\psi_1$ belongs to a cell of unit side. In particular, $-\ln(r/L)=-\ln r+\ln L$, and

$$
C_L=\ln L+c_0,
$$

with $c_0$ a pure number for the square lattice. The quadratic term has been fixed by the background density and the symmetry alone. In a rectangular cell, a quarter turn is no longer a symmetry, and a term proportional to $\operatorname{Re}z^2=x^2-y^2$ may appear at the same order.

To find $c_0$, set $L=1$. The Fourier series is

$$
\psi_1(x,y)=\frac1{2\pi}
\sum_{(m,n)\ne(0,0)}
\frac{e^{2\pi i(mx+ny)}}{m^2+n^2}.
$$

The sum over $n$ can be done in closed form. For $m>0$ define

$$
f_m(y)=\sum_{n=-\infty}^{\infty}
\frac{e^{2\pi iny}}{m^2+n^2}.
$$

Two derivatives multiply each wave by $-4\pi^2n^2$. Since $\sum_n e^{2\pi iny}=\sum_k\delta(y-k)$, with $k$ an integer,

$$
f_m''-4\pi^2m^2f_m=-4\pi^2\sum_k\delta(y-k).
$$

Between $y=0$ and $y=1$ the right side is zero. The function is also symmetric about $y=1/2$, so it has the form $f_m=D_m\cosh[2\pi m(1/2-y)]$. Its slope just above $y=0$ is $-2\pi mD_m\sinh(\pi m)$. As $f_m$ is even in $y$, the slope just below zero has the opposite sign. The delta function requires the slope to jump by $-4\pi^2$, hence

$$
-4\pi mD_m\sinh(\pi m)=-4\pi^2,
\qquad
D_m=\frac{\pi}{m\sinh(\pi m)} .
$$

The case $m=0$ excludes $n=0$. Let $f_0(y)=\sum_{n\ne0}e^{2\pi iny}/n^2$. Removing the wave $n=0$ from the lattice of delta functions subtracts one, so

$$
f_0''=-4\pi^2\left[\sum_k\delta(y-k)-1\right].
$$

Between the delta functions $f_0''=4\pi^2$. Symmetry about $y=1/2$ and zero average give

$$
f_0(y)=2\pi^2\left(y^2-y+\frac16\right),
\qquad 0\le y\le1.
$$

The average is indeed zero, since $1/3-1/2+1/6=0$. The slope at $y=0^+$ is $-2\pi^2$, half the required jump, as it should be for an even function.

The terms $m$ and $-m$ combine to $2\cos(2\pi mx)f_m(y)$. After multiplication by $1/(2\pi)$, for $0\le y\le1$,

$$
\psi_1=\pi\left(y^2-y+\frac16\right)
+\sum_{m=1}^{\infty}\frac{\cos(2\pi mx)}m
\frac{\cosh[2\pi m(1/2-y)]}{\sinh(\pi m)} .
$$

For $0<y<1$ this sum converges exponentially. Let $y$ go to zero at fixed $0<x<1$. The ratio of hyperbolic functions becomes $\coth(\pi m)$, which can be split as

$$
\coth(\pi m)=\frac{e^{2\pi m}+1}{e^{2\pi m}-1}
=1+2B_m,\qquad
B_m=\frac1{e^{2\pi m}-1}.
$$

The part with coefficient one is an elementary series. From $-\ln(1-w)=\sum_{m\ge1}w^m/m$, taken at $w=e^{2\pi ix}$ as the limit from inside the unit circle, and from $|1-e^{2\pi ix}|=2\sin(\pi x)$,

$$
\sum_{m=1}^{\infty}\frac{\cos(2\pi mx)}m
=-\ln[2\sin(\pi x)].
$$

On the line $y=0$ the potential is therefore

$$
\psi_1(x,0)=\frac{\pi}{6}-\ln[2\sin(\pi x)]
+2\sum_{m=1}^{\infty}\frac{B_m}{m}\cos(2\pi mx).
$$

As $x$ tends to zero, $2\sin(\pi x)$ tends to $2\pi x$ and each cosine tends to one. Comparison with $-\ln x+c_0$ gives

$$
c_0=\frac{\pi}{6}-\ln(2\pi)
+2\sum_{m=1}^{\infty}\frac{1}{m(e^{2\pi m}-1)}
=-1.3105329259 .
$$

The number follows by direct summation; successive terms fall by more than a factor $e^{2\pi}$.

The same line supplies $a_4$. For small $x$,

$$
-\ln[2\sin(\pi x)]
=-\ln(2\pi x)+\frac{\pi^2x^2}{6}
+\frac{\pi^4x^4}{180}+O(x^6).
$$

This comes from $\sin t/t=1-t^2/6+t^4/120+\cdots$: the quartic coefficient of its logarithm is $1/120-1/72=-1/180$. Expansion of the cosine gives $1-2\pi^2m^2x^2+(2\pi^4/3)m^4x^4+\cdots$. Multiplication by $2B_m/m$ and collection of the fourth powers yields

$$
a_4=\frac{\pi^4}{180}
+\frac{4\pi^4}{3}\sum_{m=1}^{\infty}\frac{m^3}{e^{2\pi m}-1}
=0.787803 .
$$

The second powers give $\pi^2/6-4\pi^2\sum_mmB_m$. The symmetry argument requires this to be $\pi/2$, and direct summation gives 1.5707963268, which is $\pi/2$ to the digits shown.

It remains to insert the expansion into the energy difference. The constant multiplies $\int\!\int\rho\rho'=q^2$, giving $\tfrac12q^2(\ln L+c_0)$. For the quadratic term, expand $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$:

$$
\int\!\!\int\rho\rho'|\mathbf r-\mathbf r'|^2d^2r\,d^2r'
=Qq+qQ-2\mathbf p\cdot\mathbf p
=2(qQ-p^2).
$$

Its prefactor is $\tfrac12\times\pi/(2A)=\pi/(4A)$. The factor two from the integral leaves $\pi/(2A)$, and the result is

$$
\boxed{
E_{\rm per}-E_{\rm iso}
=\frac{q^2}{2}\ln L+\frac{c_0q^2}{2}
+\frac{\pi}{2A}(qQ-p^2)+O(L^{-4}) } .
$$

These terms are to be subtracted from a periodic energy to estimate the isolated one. The expansion requires every separation within the density to be shorter than $L$. If a density has tails, the part beyond this range must contribute negligibly to the second moment as well as to the charge. The order $L^{-4}$ of the remainder, and the higher orders given later, hold for compact densities and for tails that fall faster than any power, such as Gaussians. A power-law tail can make the remainder larger. A tail falling as $r^{-5}$ has a finite $Q$, but the part of $Q$ beyond $L$ falls only as $L^{-1}$, and the remainder is then of order $L^{-3}$. A tail falling as $r^{-4}$ fails this condition in any cell: its charge beyond a radius $r$ falls as $r^{-2}$, but $Q$ diverges.

The positive sign of the logarithm can be understood from the field. For a potential $\phi$ with $\nabla^2\phi=-2\pi\rho$, the field energy within a large circle of radius $R$ is, after integration by parts,

$$
\frac1{4\pi}\int_{r<R}|\nabla\phi|^2d^2r
=\frac12\int\rho\phi\,d^2r
+\frac1{4\pi}\oint\phi\,\frac{\partial\phi}{\partial r}\,ds .
$$

At large $R$, $\phi\simeq-q\ln R$ and $\partial\phi/\partial r\simeq-q/R$. The boundary integral is then $2\pi q^2\ln R$, so the field energy is $E_{\rm iso}+\tfrac12q^2\ln R$. A periodic cell retains the field of the charge out to a distance of order $L$, where the background has compensated it. Its energy therefore contains $\tfrac12q^2\ln L$; the constant $c_0$ accounts for the way in which the background and the square arrangement of images end the field.

For a frozen density in a square cell, the three leading finite-size terms now follow from the charge, the dipole and the second moment. What remains is to find the next order, to examine the boundary condition and the relaxation of the density, and to test the formula on a worked example.
